# Electron dose needed to detect a small, faint image feature

**Question.** A transmission electron microscope image contains a square feature 0.2 nm wide whose brightness differs from its surroundings by five percent. How many electrons per unit area must be detected for the feature to reach a signal-to-noise ratio of five, and how does that dose change with size, contrast and the imperfections of a real measurement?

**Answer.** The dose follows from comparing two numbers of electrons: the excess that the feature produces and the random fluctuation of the count in the same area.

### What is being compared

Let $N$ be the mean number of electrons detected in a background area equal to the feature's area, and $N_f$ the mean number detected in the feature. The contrast is

$$C=\frac{N_f-N}{N},\qquad\text{so that}\qquad N_f-N=CN .$$

It is positive for a bright feature and negative for a dark one. Here $C$ is the mean contrast over the square in the recorded image, after any blur. The position and size of the square are taken as known, the background is locally uniform, and its mean is known from a much larger area. The camera counts single electrons.

### The noise of a count

Suppose $n$ electrons strike the field independently, and each has probability $p$ of being counted in the chosen square. Give each electron a variable $x$ equal to 1 if it is counted there and 0 otherwise. Its mean is $p$. Since $x^2=x$, the mean of $x^2$ is also $p$, and the variance is $p-p^2=p(1-p)$. Variances of independent variables add, so the count has

$$\text{mean }N=np,\qquad \text{variance }np(1-p)=N(1-p).$$

The square is a tiny part of the field, so $p\ll1$ and the variance is $N$ to leading order. The noise, meaning the standard deviation, is $\sqrt N$. An electron that the camera misses at random, independently of the others, merely lowers $p$; the argument is unchanged when $N$ refers to detected electrons. This fails when the rate per pixel is so high that electrons arriving together are counted as one: such losses grow with the local rate, lower the recorded contrast and bring the variance below $N$.

### The required dose

The signal is $|C|N$. Dividing by the background noise gives

$$\mathrm{SNR}=\frac{|C|N}{\sqrt N}=|C|\sqrt N .$$

The Rose criterion demands that this ratio reach a chosen value $k$, here 5. Setting $|C|\sqrt N=k$ and squaring gives $N=k^2/C^2$. If $D$ is the detected background dose in electrons per unit area and $a$ the side of the square, then $N=Da^2$, and

$$\boxed{D=\frac{k^2}{C^2a^2}}$$

For the feature in question,

$$N=\left(\frac{5}{0.05}\right)^2=10\,000 .$$

The noise is $\sqrt{10\,000}=100$ electrons and the signal is $0.05\times10\,000=500$ electrons, five times larger. The area is $0.04\ \mathrm{nm^2}$, or $4\ \text{Å}^2$, so

$$D=\frac{10\,000}{4\ \text{Å}^2}=2500\ \text{electrons}/\text{Å}^2 .$$

As charge per area this is about $4.0\times10^6\ \mathrm{\mu C/cm^2}$.

### How the dose scales

The number $N$ depends on contrast but not on size. A smaller feature must collect the same 10 000 electrons in a smaller area. At fixed contrast, halving the side to 0.1 nm therefore raises the dose fourfold, to 10 000 electrons/Å². At fixed size, doubling the contrast to ten percent lowers it fourfold, to 625 electrons/Å². If a smaller feature also has weaker contrast, both penalties apply.

Pixel size does not enter, provided the square is covered exactly by whole pixels, all of them are summed and the camera adds no noise of its own. Pixels that overhang the square add background noise without signal: 0.05 nm pixels shifted by half a pixel along both axes cover a square of side 0.25 nm, and the ratio falls from 5 to 4. With 16 pixels in the square, each has a mean of $10\,000/16=625$ electrons, a noise of 25 and a signal of $0.05\times625=31.25$. Its signal-to-noise ratio is only 1.25. Summing multiplies the signal by 16 and the independent noise by $\sqrt{16}=4$, so the ratio rises fourfold to 5. A simulation with 50 000 background squares and as many feature squares gave 4.98. The feature can thus be detectable as a whole although no single pixel shows it clearly.

The formula is meant for weak contrast. At $C=1$ it would ask for 25 electrons, but the feature would then contain 50 on average and have twice the background variance. Its own noise could no longer be ignored.

### Why five, and what it buys

The value five is a convention. Its meaning depends on how many places are searched and where the decision threshold is put.

Consider a bright feature somewhere in a field 50 nm wide. The field holds $(50/0.2)^2=62\,500$ separate squares. Suppose for simplicity that the feature exactly fills one of them; if it straddled several, its signal would be divided and it would be missed more often. Mark each square whose count exceeds a threshold set one background standard deviation below the expected feature count. For $k=5$ that threshold is $10\,500-100=10\,400$ electrons. The Poisson distribution, which describes independent rare counts, gives a probability of 0.166 of missing the feature, and on average 2.15 false marks per field.

Now use $k=3$ at the same contrast. Then $N=(3/0.05)^2=3600$, the noise is 60, the expected feature count is 3780 and the threshold is 3720. The miss probability is almost the same, 0.167, but the average number of false marks is about 1420. The true feature would be lost among them. The difference arises because the threshold lies two standard deviations above the background in one case and four in the other.

Even at five, one mark in such a field is not proof of a feature. Raising the threshold to the expected feature count would suppress false marks further, but would miss the feature about half the time. If the position is known beforehand, the task is easier. A threshold midway between the two means, at 10 250 electrons, gives a false-alarm probability of 0.0063 and a miss probability of 0.0073.

### The background must also be measured

Suppose the background is estimated as the average count of $m$ squares, each equal in area to the feature. The feature count has variance $N(1+C)$. The average of $m$ independent background counts has variance $mN/m^2=N/m$. The variance of their difference is the sum, so the condition becomes

$$\frac{|C|N}{\sqrt{N(1+C+1/m)}}=k .$$

Squaring gives $C^2N=k^2(1+C+1/m)$, and hence

$$N=\frac{k^2}{C^2}\left(1+C+\frac1m\right).$$

For very large $m$ and $C=0.05$, the factor is 1.05 and the dose becomes 2625 electrons/Å². This five percent increase is the effect of the feature's own noise. With one background square, $m=1$, the factor is 2.05 and the dose is 5125 electrons/Å². The first estimate therefore relies on a well-averaged background.

### Detected dose and specimen dose

If a fraction $\eta$ of the electrons striking the specimen is finally counted, the specimen receives

$$D_{\rm in}=\frac{D}{\eta}.$$

Electrons stopped by an aperture and electrons missed by the camera both reduce $\eta$. For $\eta=0.5$, the specimen receives 5000 electrons/Å² to provide 2500 detected ones. Radiation damage must be judged from the incident dose.

### Blur

If the five percent describes the feature before blurring, the recorded contrast is lower. Model vibration and camera blur as independent random displacements of the detected electrons, Gaussian with standard deviation $\sigma$ along each axis. A uniform background is unchanged, because as many electrons enter a square as leave it. The excess belonging to the feature spreads out.

Along one axis, a displacement $x$ leaves a fraction $1-|x|/a$ of a uniform strip inside its original limits if $|x|<a$, and none otherwise. Averaging over the Gaussian gives the retained fraction

$$g=\int_{-a}^{a}\left(1-\frac{|x|}{a}\right)\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dx .$$

The first term integrates to $\operatorname{erf}(a/\sqrt2\sigma)$. In the second, symmetry gives twice the integral from 0 to $a$, and $\int_0^a x\,e^{-x^2/2\sigma^2}dx=\sigma^2(1-e^{-a^2/2\sigma^2})$. Thus

$$g=\operatorname{erf}\!\left(\frac{a}{\sqrt2\,\sigma}\right)-\frac{\sigma}{a}\sqrt{\frac2\pi}\left(1-e^{-a^2/2\sigma^2}\right).$$

The two axes are independent, so the contrast in the original square falls from $C$ to $g^2C$. Since dose varies as $1/C^2$, it rises by $1/g^4$. For $\sigma=0.05$ nm, $g=0.801$ and $g^2=0.641$. The detected dose becomes $2500/0.641^2$, or about 6100 electrons/Å². This figure is for counting in the original square only; weighting each position by the known blurred profile recovers part of the spread signal and needs about 4800 electrons/Å². When $\sigma\ll a$, $g\approx1-(\sigma/a)\sqrt{2/\pi}$, so the correction vanishes only slowly: at $\sigma=a/10$ the dose is still 1.4 times the ideal value. The displacement model describes incoherent blur only; lens aberrations and defocus in coherent phase-contrast imaging act on the wave amplitude and are not covered by it.

### Drift

Let the feature move steadily by a total distance $L$ parallel to one side, with its path centred on the counting square. Its displacement runs uniformly from $-L/2$ to $L/2$, so the mean of $|x|$ is $L/4$. For $L\le2a$, the average overlap is therefore

$$1-\frac{L}{4a}.$$

At 500 detected electrons/Å² per second, the ideal dose takes $2500/500=5$ s. A drift speed of 0.02 nm/s gives $L=0.10$ nm, and the retained signal is $1-0.10/0.80=0.875$. The signal-to-noise ratio at the ideal dose falls from 5 to about 4.4. A longer single exposure collects more electrons but also drifts farther. Recording short frames and aligning them before summation reduces this loss, if the alignment itself is accurate.

### Variation that more electrons cannot remove

Nominally equivalent places in a specimen may differ in thickness or surface structure. Let their mean counts vary with relative standard deviation $s$. The total variance is the average counting variance, $N$, plus the variance of the local means, $(sN)^2$. Requiring a ratio $k$ gives

$$\frac{|C|N}{\sqrt{N+s^2N^2}}=k .$$

Squaring and dividing by $k^2N^2$ gives $C^2/k^2=1/N+s^2$, so

$$N=\frac{1}{(C/k)^2-s^2}.$$

For $s=0.005$,

$$N=\frac1{(0.01)^2-(0.005)^2}=\frac1{7.5\times10^{-5}}\approx13\,300,$$

which corresponds to 3333 electrons/Å². As in the first estimate, this and the limits below use the background noise only; taking the variance of the feature square instead, whose mean is $N(1+C)$, gives about 3600 electrons/Å². At $s=|C|/k=0.01$ the denominator vanishes. For variation of one percent or more, no finite dose reaches a ratio of five. In the limit of very large $N$, the ratio tends to $|C|/s$: the image then shows real structural differences with little counting noise, and the feature has to stand out from those.

### A silicon device lamella

A concrete setting is a thin silicon lamella cut from a transistor and viewed at 80 kV along a cube axis. Neighbouring atomic columns are then roughly 0.19 nm apart in projection, so a 0.2 nm square represents about one column. The five percent contrast is an assumed value; in practice it depends on composition, thickness and focus. The counted fraction, blur, drift, dose rate and structural variation used above are rough working values. Within this model, counting in the original square and taking one effect at a time, blur makes the largest change in detected dose among the effects evaluated at these values, from 2500 to about 6100 electrons/Å². With half the electrons counted, the specimen would receive about 12 000 electrons/Å². That figure ignores drift. At the rate and drift speed used above it takes about 12 s, the feature moves about 0.24 nm, and blur and drift together keep the ratio in the fixed square below about 4.1 for a single exposure of any length; in that square the best attainable ratio scales as the square root of dose rate divided by drift speed, so reaching five takes aligned frames, slower drift or a rate a little over 1.5 times higher. Against a uniform background, a window that follows the smeared feature also suffices: weighting by the blurred and drifted profile reaches five after about 14 s, or 7100 electrons/Å², and a plain rectangle 0.2 nm wide and 0.64 nm long along the drift does so after about 28 s. In a crystal such a window extends over neighbouring columns. The assumption of identical columns is also fragile: the half percent of variation used above is an assumption, not a measured property of such specimens, and surface steps or damaged layers left by ion milling can make the real variation larger. At one percent the estimate fails altogether. In a crystal the background is not uniform either, so the reference should be the mean of equivalent columns.

The electron energy matters as well as the dose, because an electron can knock an atom out of its site. Let the electron have kinetic energy $E$, total energy $W=E+mc^2$ and momentum $p_0$. An atom of mass $M$, initially at rest, recoils with kinetic energy $T$ and momentum $P$ at an angle $\theta$ to the beam. The electron's final total energy is $W-T$, and momentum conservation gives

$$(W-T)^2-m^2c^4=c^2(p_0^2+P^2-2p_0P\cos\theta).$$

Insert $W^2-m^2c^4=c^2p_0^2$ and $c^2P^2=T^2+2TMc^2$. After cancellation,

$$c^2p_0P\cos\theta=T(W+Mc^2).$$

Squaring, replacing $c^2P^2$ by $T(T+2Mc^2)$ and dividing by $T$ gives

$$T=\frac{2Mc^2\,c^2p_0^2\cos^2\theta}{(W+Mc^2)^2-c^2p_0^2\cos^2\theta}.$$

This is greatest at $\theta=0$. There the denominator is $m^2c^4+2WMc^2+M^2c^4=(M+m)^2c^4+2EMc^2$. With $c^2p_0^2=E(E+2mc^2)$, division by $Mc^2$ yields

$$T_{\max}=\frac{2E(E+2mc^2)}{Mc^2(1+m/M)^2+2E}.$$

For silicon this is 6.7 eV at 80 kV and 18.7 eV at 200 kV. A rough threshold for displacing an atom in the bulk is 15 eV. With that single number, bulk displacement by a single collision is excluded at 80 kV but possible at 200 kV. The real threshold depends on the recoil direction, and the recoil energy falls roughly as $\cos^2\theta$: for a beam along a cube axis, a recoil along a body diagonal carries only 6.2 eV at 200 kV, and for an atom at rest a threshold of 20 eV along the beam would not be reached until about 210 kV. Lattice vibration softens that edge. In a Debye model (645 K) at room temperature the rms velocity along one axis is about 330 m/s; an atom moving along the beam at that speed receives about 1.1 eV more in a head-on collision at 200 kV, so roughly one head-on collision in ten would exceed 20 eV. At 80 kV the gain is about 0.7 eV and 15 eV stays out of reach. The conclusion for 200 kV is therefore marginal. Surface atoms are held less tightly, so their loss at 80 kV is not excluded.

The figure of 2500 electrons/Å² is therefore the detected dose for an ideal, known-background measurement of the stated contrast. The separate corrections should not simply be added, since several of them act on the same signal or noise.

## Numbers as computed

```
Required signal-to-noise ratio: 5
Contrast: 5 percent
Side of square: 0.2 nm
Area of square: 0.04 nm^2
Background count needed in square: 10000 electrons
Noise of that count: 100 electrons
Signal (excess count): 500 electrons
Required detected dose: 2500 electrons/A^2
Same dose as charge: 4.005e+06 uC/cm^2
Dose for side 0.1 nm: 10000 electrons/A^2
Dose for contrast 10 percent: 625 electrons/A^2
Thrown electrons, variance/mean of counts: 1.001
Pixels in square: 16
SNR of one pixel: 1.25
SNR of summed pixels, simulated: 4.98
Field width (rough input): 50 nm
Squares in field: 62500
SNR 3: threshold 3720 electrons, false marks per field 1.42e+03, miss probability 0.167
SNR 5: threshold 10400 electrons, false marks per field 2.15, miss probability 0.166
Known position, midway threshold: 10250 electrons
Known position, false alarm probability: 0.0063
Known position, miss probability: 0.0073
Dose with feature noise included: 2625 electrons/A^2
Dose, background from one equal square: 5125 electrons/A^2
Counted fraction (rough input): 0.5
Incident dose: 5000 electrons/A^2
Blur standard deviation (rough input): 0.05 nm
Signal fraction kept along one axis: 0.801
Signal fraction kept in square: 0.641
Detected dose with blur: 6087 electrons/A^2
Detected dose rate (rough input): 500 electrons/A^2/s
Exposure time: 5.0 s
Drift speed (rough input): 0.02 nm/s
Drift during exposure: 0.10 nm
Signal fraction kept under drift: 0.875
SNR with drift at ideal dose: 4.38
Structural variation (rough input): 0.5 percent
Structural variation limit: 1.0 percent
Dose with structural variation: 3333 electrons/A^2
Largest silicon recoil at 80 kV: 6.7 eV
Largest silicon recoil at 200 kV: 18.7 eV
Bulk displacement threshold (rough input): 15 eV
```
